# Where a simple-cubic crystal of point dipoles first becomes unstable: test program

```python
"""
Result under test: a simple-cubic crystal of isotropic point dipoles becomes
unstable at alpha/a^3 = 1/lambda_M, before the Clausius-Mossotti (CM)
divergence at 3/(4 pi). The unstable mode has wave vector M = (pi,pi,0)/a and
dipoles along z: parallel within a column, antiparallel between near columns.
Symbols: alpha polarisability, a spacing, s = alpha/a^3, q wave vector times a,
lambda = eigenvalue of the dipole lattice sum in units of 1/a^3,
b = Thole damping parameter, c = b/s. A mode is stable when s*lambda < 1.
Atomic units unless a label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants, integrate, linalg, optimize, special
from pyscf import cc, gto, lib, scf

lib.num_threads(1)
PI = np.pi
IDENTITY = np.eye(3)


def lattice_points(n_max, with_origin=False):
    points = np.array(list(itertools.product(range(-n_max, n_max + 1), repeat=3)), float)
    return points if with_origin else points[np.any(points != 0, axis=1)]


REAL_POINTS = lattice_points(3)
RECIPROCAL_POINTS = 2 * PI * lattice_points(4, True)


def point_tensor(q, eta=2.0):
    """Ewald sum of (3RR - R^2)/R^5 * exp(i q.R) over R != 0, with q != 0."""
    r = np.linalg.norm(REAL_POINTS, axis=1)
    gauss = 2 * eta * r / np.sqrt(PI) * np.exp(-(eta * r) ** 2)
    phase = np.cos(REAL_POINTS @ q)
    iso = (special.erfc(eta * r) + gauss) / r**3
    aniso = (3 * special.erfc(eta * r) + gauss * (3 + 2 * (eta * r) ** 2)) / r**5
    real = REAL_POINTS.T @ ((phase * aniso)[:, None] * REAL_POINTS)
    real -= IDENTITY * np.sum(phase * iso)
    k = RECIPROCAL_POINTS + q
    k2 = np.sum(k * k, axis=1)
    weight = np.exp(-k2 / (4 * eta**2)) / k2
    reciprocal = -4 * PI * k.T @ (weight[:, None] * k)
    return real + reciprocal + IDENTITY * 4 * eta**3 / (3 * np.sqrt(PI))


def top_eigenvalue(q):
    return np.linalg.eigvalsh(point_tensor(np.asarray(q, float)))[-1]


# Special wave vectors
q_small = np.array([1e-4, 0.0, 0.0])
q_M = np.array([PI, PI, 0.0])
tensor_gamma = point_tensor(q_small)
tensor_M = point_tensor(q_M)
lambda_gamma = tensor_gamma[2, 2]
lambda_long = tensor_gamma[0, 0]
lambda_M = tensor_M[2, 2]
lambda_X = top_eigenvalue([PI, 0, 0])
lambda_R = top_eigenvalue([PI, PI, PI])
assert abs(lambda_gamma - 4 * PI / 3) < 1e-6
assert abs(lambda_long + 8 * PI / 3) < 1e-6
q_general = np.array([0.7, 1.9, 2.6])
assert np.allclose(point_tensor(q_general, 1.8), point_tensor(q_general, 2.2), atol=1e-9)
assert abs(tensor_M[0, 0] + lambda_M / 2) < 1e-9


# Column picture: Bessel series against the explicit sum along a column
def column_field(rho):
    m = np.arange(1, 9)
    return -16 * PI**2 * np.sum(m**2 * special.k0(2 * PI * m * rho))


n = np.arange(-20000, 20001, dtype=float)
for rho in (1.0, np.sqrt(2.0)):
    explicit = np.sum((2 * n**2 - rho**2) / (n**2 + rho**2) ** 2.5)
    assert abs(explicit - column_field(rho)) < 1e-7
own_column = 4 * special.zeta(3)
uniform_sum = staggered_sum = own_column
positive_gap = 0.0
for i, j in itertools.product(range(-6, 7), repeat=2):
    if (i, j) != (0, 0):
        field = column_field(np.hypot(i, j))
        uniform_sum += field
        staggered_sum += (-1) ** (i + j) * field
        if (i + j) % 2:
            positive_gap -= 2 * field
assert abs(uniform_sum - 4 * PI / 3) < 1e-9
assert abs(staggered_sum - lambda_M) < 1e-9
assert abs(positive_gap - (lambda_M - lambda_gamma)) < 1e-6

# Whole irreducible zone, then local maximisation from scattered starts
STEPS = 16
zone = [q_small]
for ix in range(1, STEPS + 1):
    for iy in range(ix + 1):
        for iz in range(iy + 1):
            zone.append(np.array([ix, iy, iz]) * PI / STEPS)
zone = np.array(zone)
zone_tensors = np.array([point_tensor(q) for q in zone])
zone_top = np.linalg.eigvalsh(zone_tensors)[:, -1]
best = np.argmax(zone_top)
assert np.allclose(zone[best], q_M)
assert np.max(np.delete(zone_top, best)) < lambda_M - 1e-4
rng = np.random.default_rng(4)
local_maxima = []
for start in rng.uniform(0.3, PI - 0.1, size=(8, 3)):
    search = optimize.minimize(lambda q: -top_eigenvalue(q), start, method="Nelder-Mead",
                               options={"maxiter": 250, "xatol": 1e-6, "fatol": 1e-10})
    local_maxima.append(-search.fun)
assert max(local_maxima) < lambda_M + 1e-8


# Free finite cubes, directly from the definition
def finite_cube(size):
    sites = np.array(list(itertools.product(range(size), repeat=3)), float)
    d = sites[:, None, :] - sites[None, :, :]
    r = np.linalg.norm(d, axis=2)
    np.fill_diagonal(r, 1.0)
    blocks = 3 * d[..., :, None] * d[..., None, :] / r[..., None, None] ** 5
    blocks -= IDENTITY / r[..., None, None] ** 3
    blocks[np.arange(len(sites)), np.arange(len(sites))] = 0.0
    dim = 3 * len(sites)
    matrix = blocks.transpose(0, 2, 1, 3).reshape(dim, dim)
    values, vectors = linalg.eigh(matrix, subset_by_index=[dim - 3, dim - 1])
    envelope = np.prod(np.sin(PI * (sites + 1) / (size + 1)), axis=1)
    pattern = np.zeros((len(sites), 3))
    pattern[:, 2] = (-1) ** (sites[:, 0] + sites[:, 1]) * envelope
    pattern = pattern.ravel() / np.linalg.norm(pattern)
    return values[-1], np.sum((vectors.T @ pattern) ** 2)


cube4, _ = finite_cube(4)
cube8, columnar_weight = finite_cube(8)
assert cube4 < cube8 < lambda_M
assert cube8 > 4 * PI / 3
assert columnar_weight > 0.8

s_M = 1 / lambda_M
s_CM = 3 / (4 * PI)


def cm_epsilon(s):
    x = 4 * PI * s / 3
    return (1 + 2 * x) / (1 - x)


for s in (0.05, 0.15, 0.21):
    inverse_epsilon = 1 - 4 * PI / (1 / s - lambda_long)
    assert abs(1 / inverse_epsilon / cm_epsilon(s) - 1) < 1e-5
epsilon_at_M = cm_epsilon(s_M)
assert abs(epsilon_at_M - (lambda_M + 8 * PI / 3) / (lambda_M - 4 * PI / 3)) < 1e-8

# Thole damping
THOLE_B = 0.39
DAMP_POINTS = lattice_points(5)
damp_r = np.linalg.norm(DAMP_POINTS, axis=1)


def damping_factors(r, c):
    v = c * r**3
    return 1 - np.exp(-v), 1 - (1 + v) * np.exp(-v)


def damping_correction(c):
    """Damped minus bare dipole tensor at every lattice point."""
    f3, f5 = damping_factors(damp_r, c)
    outer = DAMP_POINTS[:, :, None] * DAMP_POINTS[:, None, :]
    return (3 * ((f5 - 1) / damp_r**5)[:, None, None] * outer
            - ((f3 - 1) / damp_r**3)[:, None, None] * IDENTITY)


# Damping factors against the field of the smeared charge, by quadrature
def smeared_field(r, c):
    charge = integrate.quad(lambda t: 3 * c * t**2 * np.exp(-c * t**3), 0, r,
                            epsabs=1e-13, epsrel=1e-13)[0]
    return charge / r**2


for r, c in ((0.8, 1.3), (1.2, 0.7)):
    f3, f5 = damping_factors(r, c)
    slope = (smeared_field(r + 1e-4, c) - smeared_field(r - 1e-4, c)) / 2e-4
    assert abs(-slope - (3 * f5 - f3) / r**3) < 1e-6
    assert abs(smeared_field(r, c) / r - f3 / r**3) < 1e-9


def damped_lambda(q, c):
    phase = np.cos(DAMP_POINTS @ q)
    tensor = point_tensor(q) + np.tensordot(phase, damping_correction(c), axes=1)
    return tensor[2, 2]


for c in (0.8, 1.9):
    closed = 4 * PI / 3 - c * np.sum(np.exp(-c * damp_r**3))
    assert abs(damped_lambda(q_small, c) - closed) < 1e-6

zone_phases = np.cos(zone @ DAMP_POINTS.T)
damped_max, damped_s, damped_q = -np.inf, None, None
for s in np.linspace(0.05, 1.0, 39):
    correction = damping_correction(THOLE_B / s).reshape(-1, 9)
    tensors = zone_tensors + (zone_phases @ correction).reshape(-1, 3, 3)
    products = s * np.linalg.eigvalsh(tensors)[:, -1]
    index = np.argmax(products)
    if products[index] > damped_max:
        damped_max, damped_s, damped_q = products[index], s, zone[index] / PI
assert damped_max < 1

# Phosphorus atom, quartet ground state, finite electric field
atom = gto.M(atom="P 0 0 0", basis="aug-cc-pvtz", spin=3, verbose=0)
core_hamiltonian = scf.hf.get_hcore(atom)
position = atom.intor("int1e_r")
FIELD = 0.004


def run_uhf(strength, axis=2, guess=None):
    mf = scf.UHF(atom)
    hamiltonian = core_hamiltonian + strength * position[axis]
    mf.get_hcore = lambda *args: hamiltonian
    mf.conv_tol = 1e-12
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def run_uccsd(mf):
    solver = cc.UCCSD(mf, frozen=5)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_tot


free_atom = run_uhf(0.0)
guess = free_atom.make_rdm1()
atom_z = run_uhf(FIELD, 2, guess)
atom_x = run_uhf(FIELD, 0, guess)
alpha_uhf = -2 * (atom_z.e_tot - free_atom.e_tot) / FIELD**2
alpha_uhf_x = -2 * (atom_x.e_tot - free_atom.e_tot) / FIELD**2
density_z = np.sum(np.asarray(atom_z.make_rdm1()), axis=0)
alpha_dipole = -np.sum(density_z * position[2]) / FIELD
assert abs(alpha_uhf - alpha_uhf_x) < 1e-3
# the two estimates differ by a hyperpolarisability term of order FIELD**2
assert abs(alpha_uhf - alpha_dipole) < 0.05
alpha = -2 * (run_uccsd(atom_z) - run_uccsd(free_atom)) / FIELD**2

bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
spacing_M = (alpha * lambda_M) ** (1 / 3)
spacing_CM = (alpha * 4 * PI / 3) ** (1 / 3)
example_nm = 0.26
spacing = example_nm / bohr_nm
s_example = alpha / spacing**3
assert s_M < s_example < s_CM
stiffness_M = 1 - s_example * lambda_M
stiffness_gamma = 1 - s_example * lambda_gamma
c_example = THOLE_B / s_example
damped_product_M = s_example * damped_lambda(q_M, c_example)
damped_product_gamma = s_example * damped_lambda(q_small, c_example)

# Overlap of neighbouring atoms, which point dipoles leave out
p_orbitals = free_atom.mo_coeff[0][:, 6:9]
r_squared = np.trace(p_orbitals.T @ atom.intor("int1e_r2") @ p_orbitals) / 3
neighbour = gto.M(atom=[["P", (0.0, 0.0, spacing)]], unit="Bohr",
                  basis="aug-cc-pvtz", spin=3, verbose=0)
cross = gto.intor_cross("int1e_ovlp", atom, neighbour)
sigma_overlap = np.linalg.svd(p_orbitals.T @ cross @ p_orbitals, compute_uv=False)[0]

print("Lattice sums lambda, in units of 1/a^3")
print(f"Gamma, transverse: {lambda_gamma:.5f}")
print(f"Gamma, longitudinal: {lambda_long:.5f}")
print(f"X, largest: {lambda_X:.5f}")
print(f"M, dipoles along z: {lambda_M:.5f}")
print(f"M, dipoles in plane: {tensor_M[0, 0]:.5f}")
print(f"R, largest: {abs(lambda_R):.5f}")
print(f"own column, 4 zeta(3): {own_column:.5f}")
print(f"one uniform column at distance a: {column_field(1.0):.5f}")
print(f"one uniform column at distance sqrt(2) a: {column_field(np.sqrt(2)):.5f}")
print(f"gap M minus Gamma: {positive_gap:.5f}")
print(f"wave vectors scanned: {len(zone)}")
print(f"free cube 4x4x4, largest: {cube4:.4f}")
print(f"free cube 8x8x8, largest: {cube8:.4f}")
print(f"columnar weight in its top three modes: {columnar_weight:.3f}")
print("Thresholds")
print(f"columnar alpha/a^3: {s_M:.5f}")
print(f"CM alpha/a^3: {s_CM:.5f}")
print(f"ratio columnar/CM: {s_M / s_CM:.4f}")
print(f"CM dielectric constant at columnar threshold: {epsilon_at_M:.3f}")
print("Thole damping")
print(f"damping parameter b: {THOLE_B:.2f}")
print(f"largest s*lambda, s from 0.05 to 1: {damped_max:.4f}")
print(f"found at s: {damped_s:.3f}")
print("found at q a/pi: " + ", ".join(f"{x:.4f}" for x in damped_q))
print("Phosphorus example, aug-cc-pVTZ")
print(f"field strength: {FIELD:.3f} a.u.")
print(f"UHF polarisability: {alpha_uhf:.3f} bohr^3")
print(f"UCCSD polarisability: {alpha:.3f} bohr^3")
print(f"correlation shift: {100 * (alpha / alpha_uhf - 1):.2f} percent")
print(f"columnar threshold spacing: {spacing_M:.4f} bohr = {spacing_M * bohr_nm:.4f} nm")
print(f"CM threshold spacing: {spacing_CM:.4f} bohr = {spacing_CM * bohr_nm:.4f} nm")
print(f"example spacing: {spacing:.4f} bohr = {example_nm:.2f} nm")
print(f"example alpha/a^3: {s_example:.5f}")
print(f"example CM dielectric constant: {cm_epsilon(s_example):.2f}")
print(f"bare stiffness 1-s*lambda at Gamma: {stiffness_gamma:.4f}")
print(f"bare stiffness 1-s*lambda at M: {stiffness_M:.4f}")
print(f"damped s*lambda at Gamma: {damped_product_gamma:.4f}")
print(f"damped s*lambda at M: {damped_product_M:.4f}")
print(f"rms radius of 3p orbital: {np.sqrt(r_squared):.3f} bohr")
print(f"half of example spacing: {spacing / 2:.3f} bohr")
print(f"3p sigma overlap of neighbours: {sigma_overlap:.3f}")
print("finished without a failed check")
```

Running it gives:

```
Lattice sums lambda, in units of 1/a^3
Gamma, transverse: 4.18879
Gamma, longitudinal: -8.37758
X, largest: 4.84372
M, dipoles along z: 5.35358
M, dipoles in plane: -2.67679
R, largest: 0.00000
own column, 4 zeta(3): 4.80823
one uniform column at distance a: -0.14552
one uniform column at distance sqrt(2) a: -0.00907
gap M minus Gamma: 1.16479
wave vectors scanned: 969
free cube 4x4x4, largest: 4.7008
free cube 8x8x8, largest: 5.1518
columnar weight in its top three modes: 1.000
Thresholds
columnar alpha/a^3: 0.18679
CM alpha/a^3: 0.23873
ratio columnar/CM: 0.7824
CM dielectric constant at columnar threshold: 11.789
Thole damping
damping parameter b: 0.39
largest s*lambda, s from 0.05 to 1: 0.6945
found at s: 0.850
found at q a/pi: 1.0000, 1.0000, 0.0000
Phosphorus example, aug-cc-pVTZ
field strength: 0.004 a.u.
UHF polarisability: 25.388 bohr^3
UCCSD polarisability: 24.959 bohr^3
correlation shift: -1.69 percent
columnar threshold spacing: 5.1124 bohr = 0.2705 nm
CM threshold spacing: 4.7109 bohr = 0.2493 nm
example spacing: 4.9133 bohr = 0.26 nm
example alpha/a^3: 0.21043
example CM dielectric constant: 23.30
bare stiffness 1-s*lambda at Gamma: 0.1186
bare stiffness 1-s*lambda at M: -0.1265
damped s*lambda at Gamma: 0.4898
damped s*lambda at M: 0.5237
rms radius of 3p orbital: 2.528 bohr
half of example spacing: 2.457 bohr
3p sigma overlap of neighbours: 0.296
finished without a failed check
```
